Thermal reduction of an oxide gap by an effective phonon

PROBLEM

The gap of a gate oxide depends on the displacements of its atoms, so lattice vibrations change the gap even at zero temperature. Model all coupled vibrations by one effective harmonic phonon of energy w = 50 meV. The gap is quadratic in the displacement, and the zero-point motion lowers it by Z = 150 meV below its value for a static lattice. The volume is fixed.

(a) Derive the mean gap E_g(T) in terms of Z and the phonon occupation n(T).

(b) Show how such a coupling arises from virtual transitions to a remote band, and find the condition under which the law of part (a) holds.

(c) Calculate the additional reduction D(T) = E_g(0) − E_g(T) at 300 K, the total reduction from the static-lattice gap, and the slope dE_g/dT.

(d) Find the low- and high-temperature forms of D, and say what the classical expression 2ZkT/w represents.

(e) Estimate how the result changes if the phonon energies are spread, if the oxide expands, or if the coupling is of the long-range polar kind.

For the estimates, use rough values in the regime of hafnium dioxide: gap 5.7 eV, high-frequency and static dielectric constants 4.5 and 20, linear expansion coefficient 6 × 10⁻⁶ K⁻¹ at 300 K, and a gap deformation potential of magnitude 5 eV. Take the free-electron mass as a trial band mass.

SOLUTION

(a) The mean gap

Let b† and b create and destroy a phonon, and define the dimensionless displacement

q = (b + b†)/√2.

The oscillator is centred on the equilibrium structure, where q = 0. To second order in q the gap is

G(q) = E_static + c q − 2Z q².

The coefficient 2Z is chosen so that the zero-point reduction comes out as Z, as the next lines show.

In a state with m phonons the mean of q vanishes, because b and b† change the phonon number by one. In q² the products bb and b†b† drop out for the same reason, which leaves

⟨m|q²|m⟩ = ½⟨m|bb† + b†b|m⟩ = ½[(m + 1) + m] = m + ½.

Now average over m with Boltzmann weights. With x = w/kT, the partition sum is

S = Σ e^(−mx) = 1/(1 − e^(−x)), m = 0, 1, 2, …

and the mean phonon number is

n = −d ln S/dx = e^(−x)/(1 − e^(−x)) = 1/(eˣ − 1).

Therefore ⟨q²⟩ = n + ½, and

E_g(T) = E_static − 2Z(n + ½) = E_static − Z(2n + 1).

At T = 0 the occupation vanishes and the gap lies Z below E_static, as required. The linear coefficient c has no effect on the mean.

For several independent harmonic modes the cross terms ⟨q_i q_j⟩ vanish, and the reduction is the sum of Z_j(2n_j + 1). The one-phonon model replaces this sum by a single term. That term stands for many weakly coupled modes, not for one real oscillator. With the electron excited, a single mode would have the potential energy ½wq² − 2Zq² = (25 − 300)q² meV, apart from the linear term, and would be unstable.

(b) Where the quadratic coupling comes from

Consider the conduction-band edge and a remote level at a distance R above it. Let the lattice couple them through g(b + b†). Start with the electron at the edge and m phonons present. Two intermediate states can be reached.

Emission of a phonon has the squared matrix element g²(m + 1). The initial energy minus the intermediate energy is

mw − [R + (m + 1)w] = −(R + w).

Absorption has the squared matrix element g²m and the energy difference

mw − [R + (m − 1)w] = −(R − w).

Second-order perturbation theory adds the squared matrix elements divided by these differences. The result is linear in m, so the thermal average replaces m by n:

ΔE = −g²[(n + 1)/(R + w) + n/(R − w)].

The edge is pushed down by the level above it, which narrows the gap. A valence edge pushed up by levels below it also narrows the gap, whereas mutual repulsion of the two edges widens it. The positive Z given here says that narrowing prevails.

For R much larger than w both denominators become R, and

ΔE ≈ −(g²/R)(2n + 1).

This is the law of part (a). Its condition is that the electronic energy denominators greatly exceed the phonon energy. The factor 2 in front of n has a plain meaning: each thermal phonon contributes once through absorption and once through stimulated emission, while the zero-point part of this term comes from spontaneous emission alone.

Virtual transitions are not the only source of the quadratic coupling. The crystal potential also changes to second order in the displacement, and the expectation value of that change in the edge state (the Debye–Waller term) is proportional to ⟨q²⟩ = n + ½. It has no energy denominator and always follows the 2n + 1 law. It is not small: for a rigid translation of the crystal it cancels the virtual-transition term exactly, and for an optical mode it can be of similar size and opposite sign. In a real oxide Z is the sum of both terms. The rest of this part treats the virtual-transition term alone.

The correction for finite R follows from the same expression. The zero-point part is Z = g²/(R + w), so g² = Z(R + w). The thermal part is

D = g²n[1/(R + w) + 1/(R − w)]
= g²n · 2R/[(R + w)(R − w)]
= 2Zn · R/(R − w).

For R = 2 eV the last factor is 2000/1950 = 1.026, an increase of 2.6 %. This is a second-order result. It assumes that the shift is spread over many weakly coupled modes, each reaching its own remote state, and that the total shift is small compared with R. Modes of equal energy that all couple to one and the same level combine into a single, strongly coupled mode. For Z = 150 meV the ratio Z/R is 7.5 %, so higher orders can outweigh the 2.6 % and even reverse its sign. The 2.6 % therefore shows only the effect of the phonon energy in the denominators, not the full correction to D.

(c) The numbers at 300 K

Subtracting the gap at temperature T from that at zero temperature gives

D(T) = [E_static − Z] − [E_static − Z(2n + 1)] = 2Zn.

At 300 K, kT = 25.852 meV, so

x = 50/25.852 = 1.9341,

eˣ = 6.9177,

n = 1/(6.9177 − 1) = 0.1690.

The additional reduction is

D = 2 × 150 meV × 0.1690 = 50.7 meV,

or about 51 meV (0.051 eV). The total reduction from the static-lattice gap is

Z + D = 150 + 50.7 = 200.7 meV.

On average only 0.17 phonons are present in the mode, yet the thermal reduction is a third of the zero-point one. This follows from D/Z = 2n = 0.34. Compared with the rough gap of 5.7 eV, D is 0.9 %.

For the slope, differentiate n = (eˣ − 1)⁻¹:

dn/dx = −eˣ/(eˣ − 1)² = −n(n + 1),

where eˣ/(eˣ − 1) = n + 1 was used. Since x = w/kT, dx/dT = −x/T. Hence

dn/dT = x n(n + 1)/T,

dE_g/dT = −2Z x n(n + 1)/T.

At 300 K this is

−300 × 1.9341 × 0.1690 × 1.1690/300 = −0.38 meV/K.

The result is sensitive to the phonon energy. With Z and T held fixed, w = 45 meV gives D = 63.8 meV and w = 55 meV gives 40.6 meV. An uncertainty of 10 % in w thus moves D by 20 to 26 %.

(d) Low and high temperature

For kT much smaller than w, eˣ is much larger than one and n ≈ e^(−x). Then

D ≈ 2Z e^(−w/kT).

The gap is nearly constant until phonons of energy w can be excited. At 100 K the full formula gives D = 0.9 meV. A real oxide also has softer phonons, which weaken this freeze-out: the two branches used in part (e) give 4.8 meV at 100 K.

For kT much larger than w, expand the denominator of n:

eˣ − 1 = x(1 + x/2 + x²/6 + …).

Its inverse, to second order in the bracket, is

n = (1/x)[1 − x/2 − x²/6 + x²/4 + …] = 1/x − ½ + x/12 + …

Multiplication by 2Z gives

D = 2ZkT/w − Z + Zw/(6kT) + …

The first term is the classical value of the total reduction Z + D. It is not the additional reduction D. At 300 K it equals 155.1 meV, against the full total of 200.7 meV. Subtracting Z leaves 5.1 meV, far below the correct D of 50.7 meV, because kT is still only about half of w. The next term, Zx/6 = 48.4 meV, brings the sum to 53.5 meV. The quantum correction therefore supplies most of the answer in this expansion.

The full formula gives these values of D:

200 K: 17.4 meV
300 K: 50.7 meV
398.15 K (125 °C): 91.1 meV

Heating from 300 K to 125 °C, a hot operating point for a chip, lowers the model gap by a further 40 meV. The slope steepens on heating towards its classical limit −2Zk/w, which is −155.1/300 = −0.52 meV/K.

(e) What the simple model leaves out

Spread of phonon energies. Differentiating n with respect to w at fixed T gives

dn/dw = −n(n + 1)/kT,

d²n/dw² = −[(2n + 1)/kT] dn/dw = n(n + 1)(2n + 1)/(kT)².

The second derivative is positive, so n is a convex function of w. The mean occupation of several modes is then larger than the occupation of one mode at their mean energy: soft modes gain more than hard modes lose.

Take branches at 30 and 70 meV, each carrying half of Z. Their mean energy is 50 meV, but

D = Z[n(30 meV) + n(70 meV)] = 79.2 meV at 300 K,

instead of 50.7 meV. An effective energy must therefore be defined by the occupation it reproduces, not by a plain average. This works when all modes shift the gap in the same direction. If some narrow it and others widen it, the effective energy can lie outside the range of the phonon energies or fail to exist. For these branches the required occupation is 79.17/300 = 0.2639, and inversion of the Bose formula gives

w_eff = kT ln(1 + 1/0.2639) = 40.5 meV.

This effective energy depends on temperature. As T tends to zero the 30 meV branch dominates, and w_eff tends to 30 meV. In the classical limit D + Z is a sum of terms proportional to 1/w, so

1/w_eff = ½(1/30 + 1/70) meV⁻¹, w_eff = 42 meV.

At 398.15 K the mode fitted at 300 K gives 133.0 meV, while the two branches give 129.8 meV. The fit is 2.5 % too high there. The answer of 51 meV thus requires that 50 meV be the effective energy in this sense near 300 K.

Thermal expansion. In the simplest treatment the volume expansion coefficient is proportional to the heat capacity C, with a constant factor. The same Einstein mode gives the thermal energy U = wn and

C = dU/dT = w x n(n + 1)/T = k x² n(n + 1).

Let 3α(T) be the volume expansion coefficient, with α the linear one. Integration from zero temperature gives

strain = [3α(T)/C(T)] ∫ C dT′ = 3α(T) U(T)/C(T).

At 300 K, U = 50 × 0.1690 = 8.45 meV and C = 0.0637 meV/K, so U/C = 133 K. The strain is

3 × 6 × 10⁻⁶ × 133 = 2.4 × 10⁻³.

A deformation potential of magnitude 5 eV turns this into a gap shift of 12 meV. The shift adds to D if expansion narrows the gap and subtracts if expansion widens it. For these rough inputs it is about a quarter of D. A film clamped to a substrate does not expand freely, so its strain must be found from the mechanical constraint.

Polar coupling. In an ionic oxide a longitudinal optical phonon carries an electric field that acts on an electron at long range. This field scatters the electron within its own band, where the energy denominators are not large compared with w. The condition found in part (b) then fails.

Hartree units are used for this derivation. The coupling strength follows from a fixed unit charge. For one wave vector q in a volume Ω, completing the square in

w b†b + M(b + b†) = w(b† + M/w)(b + M/w) − M²/w

shows that the lattice lowers the energy by M²/w. Electrostatics gives the same lowering as the difference between the self-energies of the charge with electronic screening alone and with full static screening:

M²/w = ½(4π/Ωq²)K, K = 1/ε_∞ − 1/ε_0.

Hence M² = 2πwK/(Ωq²).

Now let the electron sit at the minimum of an isotropic parabolic band of mass m. The intermediate state has kinetic energy q²/2m, and second-order theory gives

ΔE = Σ_q M²[n/(w − q²/2m) − (n + 1)/(w + q²/2m)].

The sum over q becomes (Ω/2π²)∫q² dq, and the factor q² cancels the one in M². With q = y√(2mw),

ΔE = (K√(2mw)/π)[n A − (n + 1)B],

A = P∫ dy/(1 − y²), B = ∫ dy/(1 + y²),

both from zero to infinity. P denotes the principal value, which gives the real energy shift.

The emission integral is B = π/2. In the absorption integral, cut out the interval from 1 − δ to 1 + δ. The antiderivative is ½ ln|(1 + y)/(1 − y)|, so the two remaining pieces give

A = ½ ln[(2 − δ)/δ] − ½ ln[(2 + δ)/δ] → 0 as δ → 0.

Absorption into states below and above resonance cancels. What remains is

ΔE = −(n + 1)K√(mw/2).

The thermal factor is n + 1 instead of 2n + 1. If the whole of Z came from this mechanism at both band edges, the additional reduction would be

D = Zn = 25.3 meV,

half of the earlier result.

The size of the polar term can be estimated. Here K = 1/4.5 − 1/20 = 0.172, and w = 50 meV is 0.001837 hartree. For m = 1,

K√(mw/2) = 0.00522 hartree = 142 meV

for one edge, or 284 meV for two equal edges. This exceeds the whole given Z. Two equal edges would account for exactly 150 meV at a mass of (150/284.1)² = 0.28 electron masses. These values take the integrals to infinity. A zone boundary cuts them at some y_c, which gives A ≈ 1/y_c and B ≈ π/2 − 1/y_c and so adds a term proportional to (2n + 1)/y_c. For a cutoff near 0.4 inverse bohr and m = 1, y_c is about 6.6: the shift of one edge drops from 142 to about 128 meV, and its thermal part from n to about 0.89 n times that value. The first estimate below is hardly affected, and the second drops from 99 to about 89 meV.

The consequence depends on what Z contains. Suppose first that 150 meV is the net zero-point reduction and that 284 meV of it is polar. The remaining part must then be −134 meV, a widening that follows the 2n + 1 law, and

D = n[284 + 2(−134)] = 16n ≈ 3 meV.

Suppose instead that 150 meV is the nonpolar part alone and the polar part comes on top. Then

D = 50.7 + 284 × 0.169 ≈ 99 meV.

These two values are indications, not predictions. The polar shift of one edge is 142/50 = 2.8 phonon energies, which is not weak coupling. At zero temperature higher orders enlarge the shift by only about 5 %. The thermal part is less secure: at 300 K absorption broadens the edge by about 2.8 n w = 24 meV, half a phonon energy, whereas the cancellation A = 0 presumes sharp levels. The estimates also place the whole polar strength K at 50 meV. If the longitudinal phonon lies at 25 meV instead, with the nonpolar part kept at 50 meV, the two values become about 106 and 174 meV. At 80 meV they become about −54 and 68 meV.

Comparison with a real gate oxide

Hafnium dioxide has many phonon branches, and 50 meV lies within their range. The value Z = 150 meV is a given model parameter, not a computed property of the material. The assumption most open to doubt is that the entire zero-point shift follows the 2n + 1 law: with the trial masses, the polar estimates above move D from 51 meV to about 3 meV or about 99 meV, depending on what Z contains. These two values are not bounds, since a heavier band mass or a different energy of the polar phonon would move D further. Anisotropic bands and disorder in a deposited film would alter these estimates further. The 51 meV is therefore the answer for a harmonic, fixed-volume oxide whose given Z arises from coupling with large electronic denominators and whose effective phonon energy is 50 meV near 300 K.

The gap change alone does not fix the change of a tunnelling barrier at the oxide interface. That also requires the division of the shift between the two band edges and the shift of the electrode's own bands.
